# Nuclear-size shifts of p1/2 and p3/2 levels in hydrogenlike ions, part 2

An electron of mass \( m \) is bound to a fixed nucleus of charge \( Ze \), with a spherical charge distribution, rms radius \( r_N \) and fourth moment \( \langle r^4 \rangle \). Recoil and radiative corrections are left out. Here \( \lambda_C = \hbar/(mc) \) and \( \alpha = e^2/(4\pi\varepsilon_0\hbar c) \) (SI). The shift \( \Delta E \) is the extended-nucleus energy minus the point-nucleus energy. The leading-order claims to be derived are

\[ \Delta E(np_{1/2}) = (Z\alpha)^6\, mc^2\, \frac{n^2-1}{6n^5} \left( \frac{r_N}{\lambda_C} \right)^2 , \tag{2} \]

\[ \Delta E(np_{3/2}) = (Z\alpha)^6\, mc^2\, \frac{n^2-1}{45n^5}\, \frac{\langle r^4 \rangle}{\lambda_C^4} . \tag{3} \]

The extended charge changes the potential energy \( V \) by \( \delta V \ge 0 \), with

\[ \int \delta V\, d^3r = \frac{2\pi}{3}\, Z\alpha\hbar c\, r_N^2 , \qquad \int \delta V\, r^2\, d^3r = \frac{\pi}{5}\, Z\alpha\hbar c\, \langle r^4 \rangle . \tag{5} \]

With \( v = V/(\hbar c) \) and \( b = (mc^2 - E)/(\hbar c) \), the upper and lower radial functions \( g \) and \( f \) obey

\[ g' + \frac{1+\kappa}{r}\, g = \left( \frac{2}{\lambda_C} - b - v \right) f , \qquad f' + \frac{1-\kappa}{r}\, f = (b + v)\, g . \tag{8} \]

Here \( \kappa = 1 \) for p1/2 and \( \kappa = -2 \) for p3/2. For p1/2,

\[ (r^2 g)' = r^2 \left( \frac{2}{\lambda_C} - b - v \right) f , \qquad f' = (b+v)\, g . \tag{12} \]

For \( Z\alpha\lambda_C \ll r \ll \lambda_C/(Z\alpha) \), both levels have \( g = ar \), and p1/2 has \( f = f_0 \). Further in, a point nucleus gives for p1/2

\[ g = f_0 \left( \frac{2r}{3\lambda_C} + \frac{Z\alpha}{2} \right) , \tag{13} \]

an upper limit for an extended one, while \( f \) stays near \( f_0 \):

\[ \frac{|f(r) - f(r_1)|}{f_0} \le \int_r^{r_1} \frac{Z\alpha}{s} \left( \frac{2s}{3\lambda_C} + \frac{Z\alpha}{2} \right) ds = \frac{2Z\alpha\,(r_1 - r)}{3\lambda_C} + \frac{(Z\alpha)^2}{2} \ln\frac{r_1}{r} . \tag{14} \]

With \( x = Z\alpha r/\lambda_C \), the Schrödinger radial function is \( (Z\alpha/\lambda_C)^{3/2}u/x \), where \( \int_0^\infty u^2\, dx = 1 \). For \( l = 1 \),

\[ u'' = Wu , \qquad W = \frac{2}{x^2} - \frac2x + \frac{1}{n^2} . \tag{15} \]

For smooth \( h(x) \) and \( Q = hu'^2 - h'uu' + \tfrac12 h''u^2 - hWu^2 \),

\[ Q(0) = \int_0^\infty \left( 2h'W + hW' - \tfrac12 h''' \right) u^2\, dx . \tag{16} \]

Let \( M_k \) be the mean of \( x^{-k} \). The Hellmann–Feynman theorem gives \( (2l+1)M_2 = 2/n^3 \); for \( l = 1 \),

\[ M_2 = \frac{2}{3n^3} , \qquad M_3 = \frac{1}{3n^3} , \qquad M_4 = \frac{2(3n^2-2)}{15n^5} . \tag{18} \]

These lead to

\[ a^2 = \frac{4(n^2-1)}{9n^5} \left( \frac{Z\alpha}{\lambda_C} \right)^5 , \qquad f_0^2 = \frac{9a^2\lambda_C^2}{4} = \frac{n^2-1}{n^5}\, \frac{(Z\alpha)^5}{\lambda_C^3} . \tag{20} \]

For point-nucleus \( \psi_0, E_0 \) and extended-nucleus \( \psi, E \), the exact relation is

\[ \Delta E = E - E_0 = \frac{\langle \psi_0 | \delta V | \psi \rangle}{\langle \psi_0 | \psi \rangle} . \tag{21} \]

At leading order the overlap is 1, and for p1/2 both lower functions equal \( f_0 \) in the nucleus.

### The p1/2 shift

The lower angular function of p1/2 is an s wave with density \( 1/(4\pi) \). The small component therefore puts the density \( f_0^2/(4\pi) \) at the nucleus. With the first integral in (5),

\[ \Delta E(np_{1/2}) = \frac{f_0^2}{4\pi} \cdot \frac{2\pi}{3}\, Z\alpha\hbar c\, r_N^2 = \frac{f_0^2}{6}\, Z\alpha\hbar c\, r_N^2 . \tag{22} \]

Now insert \( f_0^2 \) from (20) and use \( \hbar c/\lambda_C = mc^2 \):

\[ \Delta E(np_{1/2}) = \frac{n^2-1}{6n^5}\, (Z\alpha)^6\, \frac{\hbar c\, r_N^2}{\lambda_C^3} = (Z\alpha)^6\, mc^2\, \frac{n^2-1}{6n^5} \left( \frac{r_N}{\lambda_C} \right)^2 . \tag{23} \]

This is (2). The sign is positive: the attraction is weaker inside the nucleus, and the level moves up. Of the six powers of \( Z\alpha \), five come from the density and one from the strength of the potential.

The upper component adds to this. By (13), the ratio of its density to that of the lower component is at most

\[ \frac{g^2}{f_0^2} = \left( \frac{Z\alpha}{2} + \frac{2r}{3\lambda_C} \right)^2 \tag{24} \]

at leading order. Its contribution is therefore of relative order \( (Z\alpha)^2 \), \( Z\alpha r_N/\lambda_C \) and \( (r_N/\lambda_C)^2 \), which are among the terms dropped in (23). This is the sense in which the level shifts through its small component. That component is small over most of the orbital, but for \( Z\alpha \ll 1 \) and \( r_N \ll \lambda_C \) it is the larger of the two at the nucleus.

### The p3/2 shift

For \( \kappa = -2 \), equations (8) without \( b \) can be written as

\[ \left( \frac gr \right)' = \frac1r \left( \frac{2}{\lambda_C} - v \right) f , \qquad (r^3 f)' = r^3\, v\, g . \tag{25} \]

Begin with \( g = ar \). For a point nucleus the second equation is \( (r^3 f)' = -Z\alpha\, a r^3 \), and its regular solution is

\[ f = -\frac{Z\alpha}{4}\, ar . \tag{26} \]

For an extended nucleus \( |v| \le Z\alpha/r \), so \( |f| \) is at most \( Z\alpha\, ar/4 \). The lower component now vanishes at the centre together with the upper one, and its density is smaller by a factor of \( (Z\alpha)^2/16 \) or less. The first of equations (25) shows that the starting form of \( g \) was sound. Between \( r \) and \( r_1 \), the relative change of \( g/r \) is, at this order, at most

\[ \int_r^{r_1} \frac{Z\alpha}{4} \left( \frac{2}{\lambda_C} + \frac{Z\alpha}{s} \right) ds = \frac{Z\alpha\,(r_1 - r)}{2\lambda_C} + \frac{(Z\alpha)^2}{4} \ln\frac{r_1}{r} . \tag{27} \]

The relation (21) can therefore be used with \( g = ar \) for both functions. The second integral in (5) gives

\[ \Delta E(np_{3/2}) = \frac{a^2}{4\pi} \int \delta V\, r^2\, d^3r = \frac{a^2}{20}\, Z\alpha\hbar c\, \langle r^4 \rangle , \tag{28} \]

and \( a^2 \) from (20) turns this into (3), since \( 4/(9 \cdot 20) = 1/45 \). The ratio of the two shifts is free of \( n \) and, at this order, of \( Z\alpha \):

\[ \frac{\Delta E(np_{3/2})}{\Delta E(np_{1/2})} = \frac{2}{15}\, \frac{\langle r^4 \rangle}{r_N^2\, \lambda_C^2} . \tag{29} \]

Equation (28) is also what a Schrödinger p orbital would give, for either value of \( j \). A calculation that corrects p levels for the nuclear size with such an orbital is right for p3/2 at leading order, and for p1/2 it misses nearly all of the shift.

### Comparison with s levels

The s shift follows by the same method. For \( l = 0 \) the function in (15) is \( W = -2/x + 1/n^2 \), and the Hellmann–Feynman theorem gives \( M_2 = 2/n^3 \). With \( h = 1 \), equation (16) becomes \( u'(0)^2 = 2M_2 = 4/n^3 \). The density at the nucleus is then \( (Z\alpha/\lambda_C)^3/(\pi n^3) \), and the first integral in (5) yields

\[ \Delta E(ns) = \frac23\, \frac{(Z\alpha)^4}{n^3}\, mc^2 \left( \frac{r_N}{\lambda_C} \right)^2 . \tag{30} \]

Here the upper component dominates. Equations (8) with \( \kappa = -1 \) give \( f = -Z\alpha\, g/2 \) near a point nucleus, and inside an extended nucleus, where the potential is weaker, \( |f| \) is smaller still. The lower component therefore adds at most about the fraction \( (Z\alpha)^2/4 \) to the density of the upper one. Dividing (23) by (30),

\[ \frac{\Delta E(np_{1/2})}{\Delta E(ns)} = \frac{n^2-1}{4n^2}\, (Z\alpha)^2 . \tag{31} \]

The nuclear radius has dropped out. If two isotopes differ in \( r_N^2 \), the parts of their p1/2 and s shifts that come from the nuclear size stand in this same proportion at leading order. Real isotopes also differ in mass, and in a light ion the mass shift, left out here, is much the larger: for the 2s level of hydrogenlike neon-20 and neon-22 it is about three hundred times the size shift. In a transition between a p1/2 level and an s level of the same or lower \( n \), the p1/2 shift is thus, at leading order, a correction of relative size \( (Z\alpha)^2/4 \) or less. If the s level has the higher principal quantum number \( n' \), its shift falls as \( 1/n'^3 \), the ratio (31) is multiplied by \( (n'/n)^3 \), and the bound no longer holds. In the interval between p1/2 and p3/2 there is no s shift to hide it, and it is nearly the whole effect of the nuclear size.

### A worked case

Take a model ion with \( Z = 10 \) and a uniformly charged sphere with \( r_N = 3 \) fm. The radius of the sphere is 3.873 fm. The electron has \( \lambda_C = 386.159 \) fm, so that \( r_N/\lambda_C = 0.0077688 \) and its square is \( 6.0354 \times 10^{-5} \). Further, \( Z\alpha = 0.0729735 \), and \( (Z\alpha)^6 = 1.5101 \times 10^{-7} \). For \( n = 2 \) the factor \( (n^2-1)/(6n^5) \) is \( 3/192 = 0.015625 \). With \( mc^2 = 510999 \) eV, equation (23) gives

\[ \Delta E(2p_{1/2}) = 1.5101 \times 10^{-7} \times 0.015625 \times 6.0354 \times 10^{-5} \times 510999\ {\rm eV} = 7.28 \times 10^{-8}\ {\rm eV} , \]

which corresponds to 17.6 MHz.

For the sphere \( \langle r^4 \rangle/r_N^4 = 1.1905 \), and \( (n^2-1)/(45n^5) = 3/1440 \). Equation (3) then gives \( 6.97 \times 10^{-13} \) eV for 2p3/2, or \( 1.69 \times 10^{-4} \) MHz. The ratio (29) is

\[ \frac{2}{15} \times 1.1905 \times 6.0354 \times 10^{-5} = 9.58 \times 10^{-6} . \]

The 2s shift from (30) is \( 7.29 \times 10^{-5} \) eV, or \( 1.762 \times 10^4 \) MHz. The 2p1/2 level moves by 0.0998 percent of this, in agreement with \( 3(Z\alpha)^2/16 \).

These values can be compared with a numerical solution of the Dirac equation for the same sphere, in which no expansion in \( Z\alpha \) or \( r_N/\lambda_C \) is made. It gives \( 7.65 \times 10^{-8} \) eV for 2p1/2 and \( 7.14 \times 10^{-13} \) eV for 2p3/2. Relative to the leading formulas, these are larger by 5.1 and 2.4 percent.

Most of the excess can be traced to the logarithms in (14) and (27). For p1/2, \( f' = vg \) is negative, so \( f \) grows towards the nucleus. The logarithmic part of its growth, counted from the orbital radius, raises \( f^2 \) by about

\[ (Z\alpha)^2 \ln\frac{\lambda_C}{Z\alpha\, r_N} = 0.005325 \times 7.5 = 0.040 \tag{32} \]

relative to \( f_0^2 \). For p3/2 the logarithm has half this coefficient, which gives 0.020. The remainder of about one percent for p1/2 and less for p3/2 is of the size of \( (Z\alpha)^2 \) terms without a logarithm, which have not been derived here.

The division between the components can be seen by evaluating \( \delta V \) with the Dirac wave function of the point nucleus. The lower component contributes \( 7.66 \times 10^{-8} \) eV and the upper one \( 1.19 \times 10^{-10} \) eV, a ratio of 0.0015. Equation (24) gives 0.0013 at the centre and 0.0019 at the surface of the sphere, and the ratio lies between them.

The sum of the two parts is 0.3 percent above the full Dirac shift. The sign follows from (12): inside the extended nucleus \( |v| \) is smaller, so \( g \) is smaller there, and \( f \) rises less towards the centre, than for a point charge. The first-order value uses the larger functions twice, while the relation (21) uses them once.

### Limits of the formulas

The first limit is set by \( Z\alpha \). With \( r_N \) kept at 3 fm, the full Dirac shift of 2p1/2 exceeds the leading formula by 0.06 percent at \( Z = 1 \), 5.1 percent at \( Z = 10 \) and 20 percent at \( Z = 20 \). At \( Z = 40 \) it is twice the formula. Equation (23) then gives the order of magnitude, and a calculation that needs more should solve the Dirac equation with an extended nucleus. At \( Z = 1 \) the excess stays at 0.06 percent for all p1/2 levels from \( n = 2 \) to \( n = 5 \), which supports the dependence on \( n \) in (23).

The second limit is set by the mass of the bound particle. A muon has \( \lambda_C = 1.868 \) fm, which is less than the radius of the nucleus in the example. With the muon mass, \( Z = 10 \) and the nucleus still held fixed, the full Dirac ratio of the 2p3/2 shift to the 2p1/2 shift is 0.28. The p3/2 shift is then no longer negligible.

The leading formulas explain this number. Equation (29) gives \( (2/15) \times 1.1905 \times (3/1.868)^2 = 0.41 \), but its denominator counts the lower component alone. Over most of this nucleus \( r \) is well above \( Z\alpha\lambda_C = 0.14 \) fm, so the upper function of p1/2 is close to \( ar \) and contributes about as much as the whole p3/2 shift. The corrected ratio is \( 0.41/(1 + 0.41) = 0.29 \), close to the Dirac result. A calculation for a real muonic ion would also need, among other effects, the motion of the nucleus and vacuum polarization, which are absent here.

For an electron in a light hydrogenlike ion, the choice of method is then clear. Within the model used here, the p3/2 levels may be computed with a point nucleus unless relative changes of order \( (r_N/\lambda_C)^2 \) in the p1/2 shift matter. The radiative corrections left out here also depend on the nuclear size, and for p3/2 in a real ion they can be much larger than (3). The p1/2 levels need the correction (23) as soon as the accuracy sought reaches the fraction \( (n^2-1)(Z\alpha)^2/(4n^2) \) of the s shift of the same \( n \). The numerical check tests the moments (5) for two charge shapes, the mean values (18), and the three level shifts at \( Z = 1 \).

## Calculated quantities

```
Nuclear charge number Z: 10.0
rms charge radius r: 3.0 fm
radius of uniform sphere: 3.873 fm
reduced Compton wavelength of electron: 386.159 fm
r / reduced Compton wavelength: 0.0077688
Z alpha: 0.0729735
electron rest energy: 510999.0 eV
<r^4>/<r^2>^2 of uniform sphere: 1.1905
2s shift, formula: 7.288e-5 eV
2s shift, formula: 17622.0 MHz
2s shift, full Dirac: 7.6332e-5 eV
2s full Dirac / formula: 1.0474
2p1/2 shift, formula: 7.2768e-8 eV
2p1/2 shift, formula: 17.595 MHz
2p1/2 shift, full Dirac: 7.6484e-8 eV
2p1/2 full Dirac / formula: 1.0511
2p3/2 shift, formula: 6.9712e-13 eV
2p3/2 shift, formula: 0.00016856 MHz
2p3/2 shift, full Dirac: 7.1399e-13 eV
2p3/2 full Dirac / formula: 1.0242
2p1/2 / 2s, formula: 0.00099846
2p3/2 / 2p1/2, formula: 9.5801e-6
2p3/2 / 2p1/2, full Dirac: 9.3352e-6
2p1/2 first order, lower part: 7.6581e-8 eV
2p1/2 first order, upper part: 1.1855e-10 eV
upper part / lower part: 0.001548
Z=1 n=2 p1/2 full Dirac / formula: 1.000602
Z=1 n=2 p3/2 full Dirac / formula: 1.000258
Z=1 n=3 p1/2 full Dirac / formula: 1.000604
Z=1 n=3 p3/2 full Dirac / formula: 1.000273
Z=1 n=4 p1/2 full Dirac / formula: 1.000602
Z=1 n=4 p3/2 full Dirac / formula: 1.000277
Z=1 n=5 p1/2 full Dirac / formula: 1.000601
Z=1 n=5 p3/2 full Dirac / formula: 1.000278
r=3 fm Z=1 2p1/2 full Dirac / formula: 1.0006
r=3 fm Z=10 2p1/2 full Dirac / formula: 1.05106
r=3 fm Z=20 2p1/2 full Dirac / formula: 1.20399
r=3 fm Z=40 2p1/2 full Dirac / formula: 2.00188
reduced Compton wavelength of muon: 1.8676 fm
muon, Z=10: 2p3/2 / 2p1/2, full Dirac: 0.28061
```
